Lognormal Scale Variation in Weibull Plots: Flattened Centre, Recovered Early Slope

**A slope that changes and comes back**

Take a population of dielectric test structures in which every device, taken alone, has a Weibull slope of 1.50. The devices differ in their Weibull scale. Plotted together, they give a curve, and the line joining its 10 % and 90 % points has slope 0.93. At one failure per million the slope is 1.50 again, but the failed fraction is 3.08 times that of a device with the median scale. The variation has changed the slope in one part of the plot and the prefactor in another.

Three contributions have to be separated: the average weakness of the population, the loss of weak devices as time passes, and the spread of ln t.

**The model**

A device with scale η has failed by time t with probability

1 − exp[−(t/η)^β].

All devices share the shape β. The scale is fixed within a device and varies between devices as

ln η = ln η0 + σz,

where z is a standard normal variable and η0 is the median scale. Define

s = βσ, X = (t/η0)^β, G = (η/η0)^(−β) = exp(−sz).

Then (t/η)^β = XG. The variable X is time on a stretched scale, and G is the weakness of a device, equal to 1 at the median scale. With ⟨…⟩ for the average over z, the surviving fraction S and failed fraction F are

S = 1 − F = ⟨exp(−XG)⟩.

The Weibull plot shows W = ln H against ln t, where H = −ln(1 − F). Without variation G = 1 and H = X, so W = β(ln t − ln η0), a straight line of slope β.

The example is in the regime of a low-k dielectric between copper interconnect lines under accelerated stress, with rough typical parameters. The line spacing d has mean 35 nm and standard deviation 1.75 nm, a relative spread δ = 0.05. At 17.5 V the field is

E = 17.5 V / 35 nm = 0.5 V/nm = 5 MV/cm.

Let ln η fall linearly with field, ln η = constant − γE, with γ = 4 cm/MV. At fixed voltage E = V/d, so a small change Δd changes the field by −E Δd/d and ln η by +γE Δd/d. Normal spacing therefore gives lognormal scale, to first order in Δd/d, with

σ = γEδ = 4 × 5 × 0.05 = 1.0.

With β = 1.5 this gives s = 1.5. The median scale is set to η0 = 100 h.

**First contribution: the average weakness**

The moments of G follow by completing the square. The exponent in ⟨exp(−ksz)⟩ is

−z²/2 − ksz = −(z + ks)²/2 + k²s²/2.

The shifted normal density integrates to 1, so

m_k = ⟨G^k⟩ = exp(k²s²/2).

At very early times each device has failed with probability close to XG, and the population average is

F ≈ m₁X = exp(s²/2)(t/η0)^β.

Time enters every device through the same factor t^β, which comes out of the average. The variation leaves only a constant, exp(1.5²/2) = 3.08. It exceeds 1 because the exponential is convex: a device at z = −1 gains more weakness than one at z = +1 loses.

Two inequalities make this a limit with a controlled error. For u ≥ 0, 1 − u ≤ exp(−u) ≤ 1. Integrating from 0 to y gives

y − y²/2 ≤ 1 − exp(−y) ≤ y.

Set y = XG, average, and divide by m₁X. Since m₂/m₁ = exp(2s² − s²/2) = exp(3s²/2),

1 − X exp(3s²/2)/2 ≤ F/(m₁X) ≤ 1.

Hence F/(m₁X) → 1 as t → 0 for any finite s. The bounds matter because the full expansion of F in powers of X has terms of size X^k exp(k²s²/2)/k!, which eventually grow with k for every X > 0. That series diverges, though its first terms are useful at small X.

The same calculation identifies the early failures. Their distribution in z is the normal density weighted by exp(−sz), which is a normal density centred at −s. In the example their mean z is −1.50, corresponding to a spacing of 35 − 1.5 × 1.75 = 32.4 nm. The early tail is therefore made by moderately narrow gaps, which are common enough to matter and weak enough to fail first.

**Second contribution: the loss of weak devices**

Averaging alone would multiply H by 3.08 at all times and leave the slope at β. The flattening needs a second effect. Differentiate H = −ln S:

dH/dX = −(dS/dX)/S = ⟨G exp(−XG)⟩/⟨exp(−XG)⟩ = r(X).

The factor exp(−XG) is the probability that a device of weakness G is still alive, so r is the mean weakness of the survivors. Differentiating the quotient gives

dr/dX = −⟨G² exp(−XG)⟩/S + [⟨G exp(−XG)⟩/S]² = −Var(G | alive).

The variance is positive when σ > 0, so r falls steadily. No device has become stronger; the weak ones have left.

Now find the slope. Since ln X = β(ln t − ln η0), we have d ln X = β d ln t, and

b = dW/d ln t = β (X/H) dH/dX = β r(X)/(H/X).

Because H(0) = 0, H is the integral of r from 0 to X, and H/X is the average of r over that interval. Therefore

b/β = (survivors' present mean weakness)/(its average over the past, in X).

A decreasing function lies below its own past average. So b < β at every t > 0 when σ > 0, in the tail as well as in the centre.

The numbers show how strong the effect is. The ratio H/X is printed for each failed fraction, and r follows as (b/β)(H/X):

- At F = 10⁻⁶, b = 1.500 and H/X = 3.08, so r = 3.08. Almost nothing has been removed.
- At F = 0.1, b = 1.250 and H/X = 2.37, so r = 0.833 × 2.37 = 1.97.
- At F = 0.5, b = 0.902 and H/X = 1.13, so r = 0.601 × 1.13 = 0.68.
- At F = 0.9, b = 0.644 and H/X = 0.358, so r = 0.429 × 0.358 = 0.15.

By the median failure time the survivors are on average stronger than a median-scale device. The ratio H/X passes through 1 between F = 0.5 and F = 0.632. There the population curve crosses the line of the median-scale device: before the crossing the population has more failures than that device would predict, and afterwards fewer. The slope goes on falling at late times, to 0.45, 0.29 and 0.21 at X = 10², 10⁴ and 10⁶.

**How the slope returns**

A lower bound on b proves the recovery. Multiply the numerator and denominator of b/β by S:

b/β = ⟨XG exp(−XG)⟩/(SH).

For the denominator, −ln(1 − F) is the integral of 1/(1 − f) from 0 to F. The integrand is at most 1/(1 − F), so H ≤ F/(1 − F) and SH ≤ F ≤ m₁X. For the numerator, exp(−y) ≥ 1 − y gives at least m₁X − m₂X². While this is positive,

1 − X exp(3s²/2) ≤ b/β ≤ 1.

Both sides tend to 1 as t → 0.

The leading deficit shows how early one must look. Expanding the exponential to second order, with a remainder of at most m₃X³/6, gives

F = m₁X − m₂X²/2 + O(X³).

Since H = F + F²/2 + O(F³),

H = m₁X − (m₂ − m₁²)X²/2 + O(X³).

Then X dH/dX has the same first term and twice the second. Dividing by H leaves

b/β ≈ 1 − (m₂ − m₁²)X/(2m₁).

Use m₂ = m₁² exp(s²) and, to this order, m₁X = F:

b ≈ β[1 − F(exp(s²) − 1)/2].

The factor exp(s²) − 1 is the relative variance of G. The prefactor depends on the mean weakness, while the slope deficit depends on its relative variance multiplied by the fraction already failed. This is why the enhancement survives in the early tail and the flattening does not.

For s = 1.5 the relative variance is 9.49 − 1 = 8.49. A 5 % deficit is then estimated at F = 0.1/8.49 = 0.012; the full mixture gives 0.017. The leading estimate is about 30 % low relative to the full value, because higher terms already matter there. The recovery is gradual, with no sharp corner in the plot.

A broader population hides its original slope at smaller F, but the leading estimate cannot say how small when s is large, because the neglected terms grow faster with s than the one kept. At s = 3 it puts the 5 % deficit at F = 1.2 × 10⁻⁵, while the full mixture gives 1.5 × 10⁻⁴. For small s at fixed X, Var(G | alive) ≈ s². Then r falls by s²X while its past average falls by s²X/2, and b ≈ β(1 − s²X/2). Both effects disappear as s → 0.

**Third contribution: the spread of ln t**

The central slope can be estimated from the width of the lifetime distribution. For one device (t/η)^β = Y, where Y is exponentially distributed with mean 1, because P(Y > y) = exp(−y). Hence

ln t = ln η + (ln Y)/β.

The two terms are independent, so their variances add. To find Var(ln Y), note that ⟨Y^q⟩ = Γ(1 + q). The second derivative of ln Γ(1 + q) at q = 0 is the variance of ln Y, and it equals the sum of 1/n² over positive integers, π²/6. Therefore

Var(ln t) = σ² + π²/(6β²) = 1.00 + 0.73 = 1.73.

Device variation supplies 58 % of this variance and the randomness of wear-out within a device 42 %. A single Weibull law with the same variance would have a slope b_v given by π²/(6b_v²) = 1.73, or

b_v = β/√(1 + 6s²/π²) = 1.5/√2.37 = 0.975.

This matches a width and is not a local slope. The line joining the 10 % and 90 % points can be computed directly. Its ends are at 12.56 h and 346.2 h, with W = −2.250 and 0.834, so

b_c = (0.834 + 2.250)/ln(346.2/12.56) = 3.084/3.316 = 0.930.

The estimate is 5 % high relative to this chord. The chord itself hides curvature: between its ends the local slope falls from 1.25 to 0.64.

**Separating the contributions**

If the loss of weak devices causes the flattening, the flattening should vanish when no device is persistently weaker than another. Divide each device into N equal segments, give each segment its own independent G_i, and let the first segment failure kill the device. Each segment has a share XG_i/N of the cumulative hazard. Survival requires all segments to survive, so the exponents add:

device survival = exp[−X(G₁ + … + G_N)/N].

The device now responds to the mean of its G_i. That mean has expectation m₁ and relative variance v = 8.49/N. For N = 1000 the relative standard deviation between devices is √0.00849 = 9 %, although the segments vary as much as the devices did before.

For small v, the survivors' mean weakness falls from m₁ by vm₁²X and its past average by half as much, giving b/β ≈ 1 − vm₁X/2. At m₁X = ln 2, near the median lifetime, this predicts 1.5 × (1 − 0.0029) = 1.496. A simulation of 4000 such devices gives 1.496, with an enhancement of 3.06, uncertain by about 0.01 from sampling; the small-v estimate is 3.08 × (1 − 0.0029) = 3.07. The larger prefactor remains and the flattening has nearly gone. Averaging over weakness causes the first; weakness shared by a whole device causes the second.

A finite mean weakness is enough to guarantee the recovery. With an infinite mean the recovery can fail. Replace the lognormal G by a power law, P(G > g) = g^(−a) for g ≥ 1, with 0 < a < 1. Its density is ag^(−a−1), and the substitution v = Xg gives

F = aX^a ∫ v^(−a−1)[1 − exp(−v)] dv, from v = X to ∞.

As X → 0 the lower limit may be set to 0. Integration by parts, with vanishing boundary terms, turns the integral into Γ(1 − a)/a, so

F → Γ(1 − a)X^a.

The early slope is aβ. For a = 0.6 it is 0.90, and the original 1.50 never returns. However early one looks, devices weak enough to have failed already still contribute. The lognormal law avoids this because its weak tail falls fast enough for m₁ to be finite.

**What the contributions do to an extrapolation**

Consider the time at which one device per million has failed, at the stress field. Inverting the tail law gives

t = η0(F/m₁)^(1/β) = 100 h × (10⁻⁶/3.08)^(2/3) = 0.0047 h,

or 17 s. The full mixture gives the same value to the digits shown.

Keeping β but ignoring variation gives 100 h × (10⁻⁶)^(2/3) = 0.010 h. This is too long by m₁^(1/β) = exp(βσ²/2) = exp(0.75) = 2.1.

Extending the central line instead, from W = −2.250 down to ln(10⁻⁶) = −13.816, gives

t = 12.56 h × exp[(−13.816 + 2.250)/0.930] = 5.0 × 10⁻⁵ h,

which is too short by a factor of 95. For these parameters the wrong slope matters far more than the missing prefactor, because its error is multiplied by a long distance on the plot.

Seeing the recovery takes many devices. For ten expected failures below F = 0.017 one needs about 580, and ten failures fix a slope only to roughly a third of its value. With three times as many devices, a one-sided test at the 5 % level rejects a slope of 0.93 in about three trials out of four; about five times as many raise this to about 94 %. A sample of a few tens would mainly show the flattened part.

**The interconnect case and the limits of the model**

Spacings of tens of nanometres and stress fields of several MV/cm are typical of such interconnect tests. The 5 % spacing spread is a rough figure that depends on the process, and s is proportional to it: halving the spread gives s = 0.75 and an enhancement of only exp(0.281) = 1.32. The model also assumes that each device has a single spacing and that all devices share one β. The segment example relaxed the first assumption; the second can be relaxed too. If β is proportional to spacing, the 1 ppm time falls from 0.0047 h to 0.0023 h and the slope there is 1.35.

That slope can be derived. Put L = ln(t/η0). The early contribution of a device is the normal density times exp[β(1 + δz)(L − σz)], whose exponent is

βL + z(βδL − s) − z²(1/2 + sδ).

The weighted mean of z is therefore (βδL − s)/(1 + 2sδ). With L = ln(0.00225/100) = −10.7 this is (−0.80 − 1.50)/1.15 = −2.0. The slope is the weighted mean shape, 1.5 × (1 − 0.05 × 2.0) = 1.35. As t decreases, L becomes more negative and the mean moves to still narrower gaps with still smaller β. The slope drifts downward, so with this variation of β the early slope does not return to 1.50.

The other neglected effects can be weighed for the same numbers, each changed alone:

- Field curvature. The field varies as 1/d, so narrow gaps are weaker than the linear law says. With spacings cut at six standard deviations, the enhancement is 4.3 instead of 3.1 and the 1 ppm time is 20 % shorter. The slope there remains 1.50. Some cut is needed, since an uncut normal law includes zero spacing.
- Temperature. If η varies as exp(E_a/kT), a spread ΔT adds σ_T = E_aΔT/(kT²). For 0.8 eV, 398 K and 1 K this is 0.059. Added in quadrature to 1.0, it changes σ by 0.2 %.
- Immediate breakdown. The typical early failure sees about 5.4 MV/cm under the linear law, and about 5.5 MV/cm when the field curvature is included. A rough breakdown field of 8 MV/cm is reached only at z = −7.5, beyond the six-deviation cut.

Extrinsic defects would add a separate early population, whose size these inputs cannot supply.

The enhancement also depends on the field at which it is measured. At 1 V the field is 0.286 MV/cm. With δ, β and γ held fixed, the linear law gives σ = 4 × 0.286 × 0.05 = 0.057 and an enhancement of 1.004. If ln η instead falls as √E, with the same sensitivity as before at the stress field, then σ varies as √E. It becomes 1.0 × √(0.286/5) = 0.24, and the enhancement is 1.07. Both figures are first order in the spacing variation; with the full 1/d field they become 1.008 and 1.08. Under either of these laws, most of the flattening and of the extra early failures belongs to the stress condition, and carrying the factor 3.08 unchanged to the use voltage would overstate the effect of spacing variation there.

This conclusion depends on the field law. If η varies as a power E^(−n), then σ = nδ at every voltage. Matching the sensitivity at the stress field requires n = γE = 20, so, to first order in the spacing variation, σ stays at 1.0 and the factor 3.08 carries over unchanged. Kept to all orders, η ∝ d^20 gives 3.56 instead, again the same at every voltage. If ln η rises as 1/E, the spread even grows as the voltage is lowered. The field law must therefore be known before the effect of spacing variation is carried from stress to use. The inputs and main results of the example are collected in the numerical output.

Calculated quantities

```
Weibull shape beta: 1.50
median scale eta0: 100 h
spacing mean, sd: 35.0, 1.75 nm
relative spacing sd: 0.050
stress, use voltage: 17.5, 1.0 V
stress, use field: 5.00, 0.286 MV/cm
field acceleration gamma: 4.0 cm/MV
sigma of ln eta: 1.000; s = beta*sigma: 1.500
prefactor enhancement exp(s^2/2): 3.080
F | time (h) | local slope | H/X
1e-06 | 0.004724 | 1.500 | 3.080
0.0001 | 0.1018 | 1.499 | 3.079
0.001 | 0.4738 | 1.494 | 3.067
0.01 | 2.255 | 1.451 | 2.968
0.1 | 12.56 | 1.250 | 2.368
0.5 | 72.08 | 0.902 | 1.133
0.632 | 110.2 | 0.823 | 0.864
0.9 | 346.2 | 0.644 | 0.358
0.99 | 1166 | 0.506 | 0.116
sd of ln t: 1.316
variance-matched slope: 0.975
10-90 % chord slope: 0.930
F where slope = 0.95 beta: 0.0172
leading estimate of that F: 0.0118
devices for 10 failures below it: 580
mean z of early failures: -1.500
mean z of failures at F=0.5: -0.626
late slopes at X=1e2,1e4,1e6: 0.453, 0.288, 0.207
segments per device in contrast: 1000
segmented median slope: 1.496
segmented enhancement: 3.064
power-law index a: 0.60; early slope: 0.900
1 ppm time, full mixture: 0.004724 h
1 ppm time, tail formula: 0.004724 h
1 ppm time, beta and eta0: 0.01 h
1 ppm time, 10-90 % line: 4.991e-05 h
median-scale optimism factor: 2.117
central-line pessimism factor: 94.6
curved field, 6 sd cut: enhancement 4.307
curved field at 1 ppm: 0.003778 h, slope 1.500
beta ~ spacing at 1 ppm: 0.002253 h, slope 1.350
temperature, sd: 398, 1.0 K
activation energy: 0.80 eV
sigma from temperature: 0.0586
field at z=-s: 5.41 MV/cm
rough breakdown field: 8.0 MV/cm
z for immediate breakdown: -7.50
use field, linear-E: sigma 0.0571, enhancement 1.0037
use field, root-E: sigma 0.2390, enhancement 1.0664
```
